# Why E[v] Is Concave and Lieb's Functional Convex and Lower Semicontinuous

Q: You say that the ground-state energy is concave in the external potential, and that a density functional built from it is convex and lower semicontinuous. Before I object, what are the objects?

A: Fix the number $N$ of electrons and use Hartree atomic units. The internal Hamiltonian is $T+W$, with kinetic energy $T$ and repulsion $W\ge 0$. A state $\Gamma$ is a normalized antisymmetric wavefunction or a mixture of such wavefunctions. It is admissible if its kinetic and repulsion energies are finite. With $n_\Gamma$ its density, define

$$E[v]=\inf_\Gamma\Big\{\mathrm{Tr}\,\Gamma(T+W)+\int v\,n_\Gamma\Big\}.$$

I write an infimum because a minimizing state need not exist: a weak potential may fail to bind all $N$ electrons. Lieb's functional is

$$F[n]=\sup_v\Big\{E[v]-\int v\,n\Big\}.$$

Densities are taken from $X=L^1\cap L^3$ in three dimensions, with norm $\|n\|_X=\|n\|_1+\|n\|_3$. Potentials are sums $v=a+b$ with $a\in L^{3/2}$ and $b$ bounded. A Coulomb potential belongs to this class: its part near the nucleus is in $L^{3/2}$, since $\int_0^1 r^{-3/2}r^2\,dr$ is finite, and the rest is bounded. Hölder's inequality gives

$$\Big|\int v\,m\Big|\le\|a\|_{3/2}\|m\|_3+\|b\|_\infty\|m\|_1\le C_v\|m\|_X, \qquad (1)$$

where $C_v$ is the larger of $\|a\|_{3/2}$ and $\|b\|_\infty$. For fixed $v$, the map $n\mapsto\int v\,n$ is therefore continuous.

Q: An attractive Coulomb potential is unbounded below. How do you know that $E[v]$ is not $-\infty$?

A: The kinetic energy prevents it. We need a bound on $\|n_\Gamma\|_3$, in three steps.

First, let $g$ be smooth and vanish outside a bounded region. Integrating $\partial_x g$ along the $x$ axis gives $|g|\le A(y,z)=\int|\partial_x g|\,dx$. Likewise $|g|\le B(x,z)$ and $|g|\le C(x,y)$, from the other two axes. Hence $|g|^{3/2}\le(ABC)^{1/2}$. Apply the Cauchy–Schwarz inequality to the $x$ integral of $B^{1/2}C^{1/2}$, and then to the integral over $y$ and $z$:

$$\int|g|^{3/2}\le\Big(\int A\,dy\,dz\Big)^{1/2}\Big(\int B\,dx\,dz\Big)^{1/2}\Big(\int C\,dx\,dy\Big)^{1/2}\le\|\nabla g\|_1^{3/2}.$$

Second, put $g=f^4$ with $f$ real, so that $|\nabla g|=4|f|^3|\nabla f|$. Cauchy–Schwarz gives $\|\nabla g\|_1\le4\|f\|_6^3\|\nabla f\|_2$, and so

$$\|f\|_6^6\le 8\,\|f\|_6^{9/2}\,\|\nabla f\|_2^{3/2}
\quad\Longrightarrow\quad \|f\|_6\le4\|\nabla f\|_2 .$$

Approximation by smooth functions extends this to every $f$ for which $f$ and $\nabla f$ are square integrable.

Third, for a wavefunction $\psi$ we have $n=N\int|\psi|^2$, where the integral covers the other coordinates and all spins, and $\nabla$ acts on the one remaining coordinate. Then $\nabla n=2N\,\mathrm{Re}\int\psi^*\nabla\psi$, and Cauchy–Schwarz gives $|\nabla n|^2\le4n\,N\int|\nabla\psi|^2$. Since $|\nabla\sqrt n|^2=|\nabla n|^2/(4n)$,

$$\tfrac12\int|\nabla\sqrt n|^2\le\tfrac N2\int|\nabla\psi|^2=T_\psi .$$

For a mixture, include the sum over its weighted members in the same inequality. With $f=\sqrt n$,

$$\|n_\Gamma\|_3=\|\sqrt{n_\Gamma}\|_6^2\le16\,\|\nabla\sqrt{n_\Gamma}\|_2^2\le32\,T_\Gamma. \qquad (2)$$

Now split $v=v_s+v_b$, where $v_s$ equals $a$ where $|a|>K$ and vanishes elsewhere. The remainder $v_b$ is bounded, and $\|v_s\|_{3/2}\to0$ as $K\to\infty$. Choose $K$ so that $\|v_s\|_{3/2}\le1/32$. Then $|\int v_s n_\Gamma|\le T_\Gamma$ by (2), and

$$\mathrm{Tr}\,\Gamma(T+W)+\int v\,n_\Gamma\ge T_\Gamma-T_\Gamma-N\|v_b\|_\infty=-N\|v_b\|_\infty .$$

The bound does not depend on $\Gamma$, so $E[v]>-\infty$. Any one admissible state shows that $E[v]<+\infty$.

Q: Fine, $E$ is finite. But the ground state changes with $v$ in a complicated way. Why should its energy have a definite curvature?

A: Because each trial state has an energy that is a constant plus a term linear in $v$. Call it $\mathcal E_\Gamma[v]$. For $0\le\lambda\le1$ and $v_\lambda=\lambda v_0+(1-\lambda)v_1$,

$$\mathcal E_\Gamma[v_\lambda]=\lambda\,\mathcal E_\Gamma[v_0]+(1-\lambda)\,\mathcal E_\Gamma[v_1]\ge\lambda E[v_0]+(1-\lambda)E[v_1].$$

The equality holds because the internal energy appears with total weight $\lambda+(1-\lambda)=1$. The inequality holds because no state has an energy below the infimum. The right side does not contain $\Gamma$, so we may take the infimum on the left:

$$E[\lambda v_0+(1-\lambda)v_1]\ge\lambda E[v_0]+(1-\lambda)E[v_1]. \qquad (3)$$

This is concavity. Physically, one state must serve the mixed potential, whereas on the right each potential may use its own best state.

Q: Does that say anything about the density, or only about energies?

A: It has a counterpart for densities. Suppose $v_0$ and $v_1$ have ground states with densities $n_0$ and $n_1$. Using each state as a trial state for the other potential gives

$$E[v_0]\le E[v_1]+\int(v_0-v_1)n_1,\qquad E[v_1]\le E[v_0]+\int(v_1-v_0)n_0 .$$

Add these and cancel the energies:

$$\int(v_1-v_0)(n_1-n_0)\le0 .$$

On average, electrons move away from where the potential is raised.

Q: Your argument looks so general that I suspect it would prove every energy level concave.

A: It would not. The argument needs an infimum over a set of states that does not depend on $v$. It still applies to the lowest level of each total spin, but a general excited level is not such an infimum, and the inequality before (3) is lost. As a check, 400 random pairs of potentials were drawn on a four-site chain. The two-electron ground energy satisfied (3) every time. The second level of one electron violated it for 138 of the same pairs.

Q: Show me the curvature in a case I can follow by hand.

A: Take two electrons on two sites, with hopping $t=0.5$ hartree, on-site repulsion $U=1$ hartree and site potentials $u/2$ and $-u/2$. With $d=(n_1-n_2)/2$, the potential energy is $\tfrac u2(n_1-n_2)=ud$. The singlet states "both on site 1", "one on each" and "both on site 2" give

$$H=\begin{pmatrix}U+u&-\sqrt2\,t&0\\-\sqrt2\,t&0&-\sqrt2\,t\\0&-\sqrt2\,t&U-u\end{pmatrix}.$$

At $u=0$ the even combination of the two doubly occupied states couples to the middle state with strength $-2t$. The lower root is

$$E(0)=\tfrac12\big(U-\sqrt{U^2+16t^2}\big)=\tfrac12(1-\sqrt5)=-0.6180\ \text{hartree}.$$

Diagonalization gives $E(1)=-0.8019$ and $E(2)=-1.3914$ hartree, with $u$ in hartree. The chord between $u=0$ and $u=2$ has the midpoint value $(-0.6180-1.3914)/2=-1.0047$ hartree. The energy $E(1)$ lies above it by 0.2028 hartree, as concavity requires.

Q: Now the density functional. I suppose its convexity follows from the concavity of $E$?

A: It does not need it. For each potential define

$$G_v[n]=E[v]-\int v\,n .$$

Here $E[v]$ is just a number, so $G_v$ is affine in $n$, and $F[n]=\sup_vG_v[n]$. For $n_\lambda=\lambda n_0+(1-\lambda)n_1$,

$$G_v[n_\lambda]=\lambda G_v[n_0]+(1-\lambda)G_v[n_1]\le\lambda F[n_0]+(1-\lambda)F[n_1].$$

The right side is independent of $v$. Taking the supremum on the left gives

$$F[\lambda n_0+(1-\lambda)n_1]\le\lambda F[n_0]+(1-\lambda)F[n_1]. \qquad (4)$$

Q: A supremum can be infinite. Could the right side contain $\infty-\infty$?

A: No, because $F$ never takes the value $-\infty$. The choice $v=0$ gives $F[n]\ge E[0]\ge0$, since $T$ and $W$ are non-negative. If an endpoint with positive weight has $F=+\infty$, inequality (4) holds trivially.

Q: Where is $F$ finite, then? If it were infinite everywhere, (4) would be empty.

A: It is finite at the density of every admissible state. The definition of $E$ gives $E[v]-\int v\,n_\Gamma\le\mathrm{Tr}\,\Gamma(T+W)$ for every $v$, so

$$F[n_\Gamma]\le\mathrm{Tr}\,\Gamma(T+W). \qquad (5)$$

Two kinds of function are easily seen to give $F=+\infty$; I do not claim that they are the only ones. Adding a constant $c$ to $v$ changes $E[v]$ by $cN$, and hence $G_v[n]$ by $c(N-\int n)$. If $\int n\ne N$, a suitable sign of $c$ drives this to $+\infty$. If instead $\int_A n<0$ for some region $A$, take $v=s$ on $A$ and zero elsewhere, with $s>0$. Then $E[v]\ge0$, and $G_v[n]\ge s\,|\int_A n|$ grows without limit.

Q: What does this look like on your two sites?

A: There $F(d)=\sup_u\{E(u)-ud\}$. It can be negative, because the hopping energy, unlike $T$ in continuous space, is not bounded below by zero. The computed values are $F(0)=-0.6180$, $F(0.4)=-0.4018$ and $F(0.8)=0.2132$ hartree. The chord at $d=0.4$ has the value $(-0.6180+0.2132)/2=-0.2024$ hartree, and $F(0.4)$ lies 0.1993 hartree below it.

Since a supremum of affine functions is bound to come out convex, the program also makes a test that could fail. It minimizes the hopping plus repulsion energy over singlet wavefunctions of prescribed $d$, without any potential. The results agree with the supremum at the five densities compared, and are convex on a grid of 39 densities.

The edge $d=1$, with both electrons on site 1, shows why $F$ needs a supremum. That state gives the upper bound $F(1)\le U=1$ hartree. For large negative $u$, its energy $U+u$ lies $|u|-U$ below that of the state it couples to, so second-order perturbation theory gives

$$E(u)-u\simeq U-\frac{2t^2}{|u|-U}.$$

At $u=-1000$ hartree this is $1-0.5/999=0.9995$ hartree, in agreement with the diagonalization. Thus $F(1)=1$ hartree, but no finite $u$ attains it: hopping always mixes in another state and lowers $E(u)$ below $U+u$.

At $d=1.1$ the site densities would be 2.1 and $-0.1$. The expression $E(u)-1.1u$ then takes the values 1.9, 11.0 and 101.0 hartree at $u=-10$, $-100$ and $-1000$ hartree, and diverges.

Q: You still owe me lower semicontinuity. What does it say, and why is it true?

A: It says that $F$ cannot jump upward at a limit: if $n_k\to n$, then $F[n]\le\liminf_k F[n_k]$. Choose any number $\alpha<F[n]$. By the definition of a supremum there is a potential $v$ with $G_v[n]>\alpha$. Keep this $v$ fixed. For any other density $m$, (1) gives

$$F[m]\ge G_v[m]=G_v[n]-\int v\,(m-n)\ge G_v[n]-C_v\|m-n\|_X .$$

The right side exceeds $\alpha$ whenever $\|m-n\|_X<(G_v[n]-\alpha)/C_v$; if $C_v=0$, there is no restriction. So $F>\alpha$ throughout a neighbourhood of $n$. Since $\alpha$ may be as close to $F[n]$ as we like, or as large as we like if $F[n]=+\infty$, the claim follows.

The geometry is the same for both properties. The points on or above the graph of $F$ satisfy $y\ge G_v[n]$ for every $v$. Each condition defines a closed half-space, and an intersection of closed half-spaces is closed and convex.

Q: Norm convergence is a strong demand. Does the result survive with less?

A: Yes. Suppose only that $\int v\,n_k\to\int v\,n$ for each allowed $v$, which is weak convergence. Then

$$\liminf_k F[n_k]\ge\lim_kG_v[n_k]=G_v[n],$$

and the supremum over $v$ gives the result. This matters for minimization. If $F[n_k]+\int v\,n_k$ tends to its infimum and $n_k$ converges weakly to $n$, then $n$ attains that infimum. Lower semicontinuity does not itself supply the convergence.

Q: Is that infimum $E[v]$, or did building $F$ lose something?

A: Nothing is lost. By definition $F[n]\ge E[v]-\int v\,n$, so $F[n]+\int v\,n\ge E[v]$ for every $n$. In the other direction, (5) gives

$$\inf_n\Big\{F[n]+\int v\,n\Big\}\le\inf_\Gamma\Big\{\mathrm{Tr}\,\Gamma(T+W)+\int v\,n_\Gamma\Big\}=E[v].$$

Hence $E[v]=\inf_n\{F[n]+\int v\,n\}$. On the two sites at $u=0.8$ hartree, diagonalization gives $-0.7332$ hartree. The program obtains the same value by minimizing over $d$, using for $F(d)$ the search over wavefunctions described above, which matched the supremum at the five densities compared.

Q: Why stop at lower semicontinuity? A convex function of one variable is continuous inside its domain. I would expect $F$ to be continuous too.

A: That expectation fails in infinite dimensions, and one particle on a ring shows how. Let the circumference be $2\pi$ bohr, with densities in $L^1$ and bounded potentials. The proofs of (3), (4) and lower semicontinuity carry over, because $|\int v\,m|\le\|v\|_\infty\|m\|_1$.

First we need $F$. Take a smooth density $n>0$ with $\int n=1$, and set $s=\sqrt n$ and $v=s''/(2s)$. Then $-\tfrac12s''+vs=0$, so $s$ has energy zero. To see that no state lies lower, write any wavefunction as $\varphi=s\chi$. Then

$$|\varphi'|^2=s'^2|\chi|^2+ss'(|\chi|^2)'+s^2|\chi'|^2 .$$

Integrating the middle term by parts around the ring gives $-\int(s'^2+ss'')|\chi|^2$. The $s'^2$ terms cancel, and

$$\tfrac12\int|\varphi'|^2+\int v|\varphi|^2=-\tfrac12\int ss''|\chi|^2+\tfrac12\int s^2|\chi'|^2+\tfrac12\int ss''|\chi|^2=\tfrac12\int s^2|\chi'|^2\ge0 .$$

So $E[v]=0$, and $F[n]\ge-\int v\,n=-\tfrac12\int ss''=\tfrac12\int s'^2$. The state $s$ gives the same number as an upper bound, as in (5). Therefore

$$F[n]=\tfrac12\int s'^2\,dx=\tfrac18\int\frac{n'^2}{n}\,dx .$$

Q: And which densities make it jump?

A: Small, rapid ripples: $n_k=(1+a_k\cos kx)/(2\pi)$, with $k$ a positive integer and $0<a_k<1$. Put $\theta=kx$ and drop the index on $a$. Since $n_k'=-ak\sin\theta/(2\pi)$,

$$F[n_k]=\frac{k^2}{16\pi}\int_0^{2\pi}\frac{a^2\sin^2\theta}{1+a\cos\theta}\,d\theta .$$

Write $a^2\sin^2\theta=(1-a^2\cos^2\theta)-(1-a^2)$. The integrand becomes $1-a\cos\theta-(1-a^2)/(1+a\cos\theta)$. With the standard integral $\int_0^{2\pi}d\theta/(1+a\cos\theta)=2\pi/\sqrt{1-a^2}$,

$$F[n_k]=\frac{k^2}{8}\Big(1-\sqrt{1-a_k^2}\Big).$$

The distance from the uniform density $n_0=1/(2\pi)$ is

$$\|n_k-n_0\|_1=\frac{a_k}{2\pi}\int_0^{2\pi}|\cos\theta|\,d\theta=\frac{2a_k}{\pi}.$$

Let $a_k=b/k$ with $b=0.8$. The distance tends to zero. Since $1-\sqrt{1-a^2}\simeq a^2/2$ for small $a$, $F[n_k]\to b^2/16=0.04$ hartree. At $k=16$ the distance is 0.0318 and $F=0.0400$ hartree. Yet $F[n_0]=0$, because $s$ is constant there. The inequality $0\le0.04$ respects lower semicontinuity, while continuity fails.

With $a_k=b/\sqrt k$ the densities still converge to $n_0$, but $F[n_k]\simeq kb^2/16$ diverges. At $k=16$ it is already 0.647 hartree. The ripple disappears from the density while its kinetic energy does not.

Q: Each $G_v$ is continuous. Where does the continuity get lost?

A: In the use of ever stronger potentials. If $|v|\le M$, then

$$G_v[n_k]\le G_v[n_0]+M\|n_k-n_0\|_1\le F[n_0]+M\|n_k-n_0\|_1 .$$

For fixed $M$ the right side tends to $F[n_0]$, so potentials of bounded strength cannot detect the jump. For $a_k=b/k$ and $k=16$, a potential that attains $F[n_k]$ must have $M\ge0.0400/0.0318\approx1.26$ hartree. This is a lower bound; the potential constructed above reaches 3.37 hartree. By contrast, the fixed potential belonging to $k=1$ changes its $\int v\,n$ by only $1.7\times10^{-6}$ hartree between $n_0$ and $n_{16}$. This change equals $a_{16}$ times the average of $v\cos16x$ around the ring. It is so small because that particular potential is smooth and has almost no component along $\cos16x$; its strength alone, $M\approx1$ hartree, would allow a change of about 0.03 hartree.

The ring settles the question for this one-particle model, with a jump between densities at which $F$ is finite. A cruder jump occurs for any $N$: as $\epsilon\to0$, $(1+\epsilon)n$ tends to $n$ in $X$ but has the wrong particle number, so $F=+\infty$ on it. I have not proved that jumps between densities of finite $F$ occur for interacting electrons in three dimensions. Convexity and lower semicontinuity are proved there, and neither proof assumes that $F$ is continuous or that a best potential exists. The numerical check below covers the two-site, chain and ring results.

## Values computed for the example and the checks

```
chain: potential pairs tested = 400
chain: smallest ground E(mix)-chord = 1.928e-04 hartree
chain: concavity failures, one-electron 2nd level = 138
dimer: hopping = 0.50, repulsion = 1.00 hartree
dimer: E(u=0), E(1), E(2) = -0.618034, -0.801938, -1.391382 hartree
dimer: chord value at u=1 = -1.004708 hartree
dimer: d | F by sup (hartree) | F by states (hartree) | best u (hartree)
  0.0 | -0.618034 | -0.618034 | 0.0000
  0.2 | -0.561096 | -0.561096 | -0.5557
  0.4 | -0.401766 | -0.401766 | -1.0278
  0.6 | -0.149975 | -0.149975 | -1.5022
  0.8 | 0.213152 | 0.213152 | -2.2087
dimer: chord value of F at d=0.4 = -0.202441 hartree
dimer: E(u=0.8) direct = -0.733182 hartree
dimer: E(u=0.8) from F = -0.733182 hartree
dimer: u (hartree) | E-u*d at d=1 (hartree) | E-u*d at d=1.1 (hartree)
  -10 | 0.944632 | 1.9446
  -100 | 0.994950 | 10.9949
  -1000 | 0.999499 | 100.9995
ring: circumference = 6.283185 bohr, b = 0.8
ring, a=b/k: k | a | L1 distance | F (hartree) | max|v| (hartree)
  1 | 0.8000 | 0.5093 | 0.050000 | 0.9997
  2 | 0.4000 | 0.2546 | 0.041742 | 0.6666
  4 | 0.2000 | 0.1273 | 0.040408 | 1.0000
  8 | 0.1000 | 0.0637 | 0.040101 | 1.7777
  16 | 0.0500 | 0.0318 | 0.040025 | 3.3683
ring: limit b^2/16 = 0.040000 hartree
ring: fixed v (k=1), |int v(n16-n0)| = 1.68e-06 hartree
ring, a=b/sqrt(k): k | a | L1 distance | F (hartree) | max|v| (hartree)
  1 | 0.8000 | 0.5093 | 0.050000 | 0.9997
  2 | 0.5657 | 0.3601 | 0.087689 | 1.3023
  4 | 0.4000 | 0.2546 | 0.166970 | 2.6665
  8 | 0.2828 | 0.1801 | 0.326670 | 6.3100
  16 | 0.2000 | 0.1273 | 0.646531 | 15.9993
ring: F of uniform density = 0.000000 hartree
ring, two orbitals: T = 0.500000 hartree
ring, two orbitals: root-density value = 0.133975 hartree
exponential orbital: ||n||_3 = 0.155398 bohr^-2
exponential orbital: 32 T = 16.000000 (atomic units)
```
